# Time for randomly nucleated circular islands to cover a surface

## Problem

A single-layer film grows on a flat substrate from 10000 nuclei per square centimetre. The nuclei lie at random positions and all start to grow at the same moment. Each becomes a circular island whose edge advances at 1 µm/s. Where two islands meet, growth stops along the line of contact, and no second layer forms.

(a) Estimate how long it takes to cover 99 percent of the surface.

(b) How far does the answer move if the nuclei do not start together, if the islands are hexagons, if the substrate has an edge, or if growth slows as the surface fills?

## Assumptions and units

"Random" means that each nucleus is equally likely to be anywhere on the surface, independently of the others. The nuclei have negligible size at $t=0$, and the radial speed $v$ is the same for all islands and constant in time. The surface is much larger than an island, so its border is ignored at first.

Lengths are in µm and times in s. Since $1\ \text{cm}^2=10^8\ \text{µm}^2$, the nucleus density is

$$N=\frac{10^4}{10^8\ \text{µm}^2}=10^{-4}\ \text{µm}^{-2}.$$

The mean area per island in the finished film is $1/N=10^4\ \text{µm}^2$, the area of a square of side 100 µm. An island must therefore grow by a distance of order 100 µm, which takes of order 100 s. The rest of the calculation finds the factor in front.

## Solution to (a)

**Contact does not change the covered area.** Imagine first that the discs pass freely through one another, each having radius $r=vt$. A point $P$ is then covered as soon as $vt$ equals its distance to the nearest nucleus, $A$. In the real film, growth stops at contact, so we must check that no other island blocks the way from $A$ to $P$.

Let $Q$ be any point on the straight line from $A$ to $P$, and let $B$ be any other nucleus. The triangle inequality gives $|PB|\le|PQ|+|QB|$. Therefore

$$|QB|\ \ge\ |PB|-|PQ|\ \ge\ |PA|-|PQ|\ =\ |QA|.$$

The second inequality holds because $A$ is the nucleus nearest to $P$, and the last equality because $Q$ lies between $A$ and $P$. So no other island reaches $Q$ before island $A$ does. The path stays open, and $P$ is covered at the same time as in the imagined case. The real film thus covers the same area as the union of freely overlapping discs.

This was tested on one simulated sheet of 1 cm². At 60 s, islands stopped at contact covered 67.78 percent of it, and the union of free discs, sampled at random points, covered 67.74 percent. The difference is within the sampling error.

**Probability that a point is still bare.** A point is bare at time $t$ if no nucleus lies within a distance $r=vt$ of it. On a surface of area $S$, one nucleus falls inside that circle with probability $\pi r^2/S$ and outside it with probability $1-\pi r^2/S$. The $n=NS$ nuclei are independent, so their probabilities multiply:

$$p_\text{bare}=\left(1-\frac{\pi r^2}{S}\right)^{n}.$$

Take the logarithm and use $\ln(1-x)\approx-x$, which is good for small $x=\pi r^2/S$:

$$\ln p_\text{bare}=n\ln\left(1-\frac{\pi r^2}{S}\right)\approx-\frac{n\pi r^2}{S}=-\pi Nr^2 .$$

Every point away from the border has this same probability of being bare, so it is also the expected bare fraction of the surface. The expected covered fraction is

$$\theta(t)=1-e^{-\pi Nv^2t^2}.$$

**Two limits.** At early times the exponent is small, and $e^{-x}\approx1-x$ gives $\theta\approx\pi Nv^2t^2$. This is the number of discs per unit area times the area of one disc, as it should be before the islands overlap much. At late times the bare fraction becomes very small but does not reach zero in this formula, because an unlimited random pattern contains gaps of every size. A finite sheet does close completely, but at a time set by its single widest gap, which differs from sheet to sheet. A stated coverage such as 99 percent gives a better defined time.

**Solving for the time.** Move the exponential to one side:

$$e^{-\pi Nv^2t^2}=1-\theta .$$

Take the logarithm and change the sign of both sides:

$$\pi Nv^2t^2=\ln\frac{1}{1-\theta}.$$

Divide by $\pi Nv^2$ and take the positive root:

$$t=\frac1v\sqrt{\frac{\ln[1/(1-\theta)]}{\pi N}} .$$

For $\theta=0.99$ the logarithm is $\ln100=4.605$, and

$$t_{99}=\frac{1}{1\ \text{µm/s}}\sqrt{\frac{4.605}{\pi\times10^{-4}\ \text{µm}^{-2}}}=\frac{121\ \text{µm}}{1\ \text{µm/s}}=121\ \text{s}.$$

**The estimate is about 120 s, or two minutes.** At 120 s itself the formula gives a coverage of 98.92 percent.

In a simulation of 30 sheets of 1 cm², each with 10000 random nuclei and with opposite edges joined so that there was no border, the mean coverage at 120 s was 98.90 ± 0.02 percent. The mean time to reach 99 percent was 121.3 ± 0.2 s. The results for single sheets scattered about this mean by roughly 1 s. Most of this is a real difference between random patterns of 10000 nuclei, and only a small part comes from sampling each sheet at a limited number of points. Further digits in $t_{99}$ would therefore say little about a particular sample of this size.

## Reading the result

The time varies as $1/v$ but only as $1/\sqrt N$. Halving the speed doubles the time. Doubling the density at fixed speed divides it by $\sqrt2$, which gives 86 s.

The last few percent are slow. Half the surface is covered after 47 s and 90 percent after 86 s, while 99.9 percent takes 148 s. Since $\ln100=2\ln10$, going from 90 to 99 percent multiplies the time by $\sqrt2$, whatever the values of $N$ and $v$.

Two simpler estimates show where the time goes. The first adds the disc areas as if they never overlapped and sets $\pi Nv^2t^2=0.99$. This gives 56 s, but the coverage at that moment is really $1-e^{-0.99}$, or 63 percent. The rest of the disc area lies on ground that is already covered.

The second places the nuclei on a regular square array of the same density, with a spacing of 100 µm. Then 99 percent is reached after 66 s. No point of such an array is farther than $100/\sqrt2\approx71$ µm from a nucleus, so the film closes completely at 71 s. With random positions, 1 percent of the surface lies more than 121 µm from every nucleus. These wide gaps make the random film take nearly twice as long as the regular one.

## Solution to (b)

In each case below, one assumption is changed and the others are kept, with $N$ and $v$ at their original values unless stated.

**Spread of starting times.** Let each nucleus start at a random time $s$, spread evenly between 0 and $\tau$. For $t\ge\tau$ a nucleus with start time $s$ covers a given point if it lies within $v(t-s)$ of it. In the exponent, $t^2$ is therefore replaced by the average of $(t-s)^2$. The average of a square is the square of the average plus the variance. Here the average of $t-s$ is $t-\tau/2$, and an even spread of width $\tau$ has variance $\tau^2/12$. The condition for 99 percent is

$$\left(t-\frac{\tau}{2}\right)^2+\frac{\tau^2}{12}=t_{99}^2
\quad\Rightarrow\quad
t=\frac{\tau}{2}+\sqrt{t_{99}^2-\frac{\tau^2}{12}} .$$

For $\tau=20$ s this is $10+120.9=130.9$ s. The delay is nearly the mean starting time, 10 s.

Here $N$ counts all nucleation sites, including those buried by a neighbour before they start. Counting a buried site does no harm: its imagined disc would start inside an existing island and grow no faster than that island, so it would remain inside. The contact argument also still holds if arrival times replace distances. Let $A$ now be the nucleus whose free disc reaches $P$ first, and let $s_A$ and $s_B$ be the starting times. Then $s_B+|QB|/v\ge s_B+(|PB|-|PQ|)/v\ge s_A+(|PA|-|PQ|)/v=s_A+|QA|/v$, so no other island reaches $Q$ before island $A$ does.

**Hexagonal islands.** Suppose that all islands are regular hexagons with the same orientation. A point is bare if no nucleus lies inside a hexagon of the current size centred on that point, so $\pi r^2$ is replaced by the area of the hexagon. The contact argument still holds if the distance between two points is measured by the size of hexagon, centred on one, that just reaches the other. This distance also obeys the triangle inequality.

If the flat edges advance at $v$, the distance from centre to edge is $a=vt$. The hexagon consists of six triangles of height $a$ and base $2a/\sqrt3$, each of area $a^2/\sqrt3$, so its area is $6a^2/\sqrt3=2\sqrt3\,a^2$. Replacing $\pi$ by $2\sqrt3=3.464$ gives

$$t=t_{99}\sqrt{\frac{\pi}{2\sqrt3}}=115\ \text{s}.$$

If instead the corners advance at $v$, the edges advance at only $\sqrt3/2$ of that speed. The time is longer by the factor $2/\sqrt3$, which makes it 133 s. For islands that are not round, a quoted growth speed therefore needs a stated direction.

**A substrate with an edge.** A point on the border of the substrate has only half a disc in which to find a nucleus. Its exponent is halved, and its chance of being bare at $t_{99}$ is $e^{-\frac12\ln100}=1/\sqrt{100}=10$ percent instead of 1 percent. The effect fades within about one island radius of the border. Summed over the four sides of a 1 cm square, with the small corner regions treated approximately, it adds 0.12 percent of bare area at $t_{99}$. The time for 99 percent becomes 123 s.

**Growth that slows as the surface fills.** Let the speed depend on coverage as $v(1-b\theta)$, where $b$ lies between 0 and 1. All islands still share one radius $r$ at each moment, so $\theta=1-e^{-\pi Nr^2}$ remains true. Only the link between radius and time changes:

$$\frac{dr}{dt}=v(1-b\theta)=v\left(1-b+b\,e^{-\pi Nr^2}\right).$$

Separate the variables and integrate up to the radius $r_{99}=121$ µm at which coverage is 99 percent:

$$t=\frac1v\int_0^{r_{99}}\frac{dr}{1-b+b\,e^{-\pi Nr^2}} .$$

For $b=0.2$, where the speed ends about 20 percent below its initial value, the integral gives 138 s.

For $b=1$ the speed is proportional to the bare fraction, and the integrand becomes $e^{\pi Nr^2}$. Put $x=\sqrt{\pi N}\,r$, so that $dr=dx/\sqrt{\pi N}$ and the upper limit is $\sqrt{\ln100}=2.146$:

$$t=\frac{1}{v\sqrt{\pi N}}\int_0^{2.146}e^{x^2}dx=1544\ \text{s}\approx26\ \text{min}.$$

This is 13 times the constant-speed result. In this model the islands have slowed to one tenth of their initial speed at 90 percent coverage and to one hundredth at 99 percent, just when the widest gaps remain to be filled.

## Table of cases

| Case | Time for 99 % (s) |
|:--|--:|
| Random nuclei, discs, constant speed | 121 |
| Regular square array of nuclei | 66 |
| Starts spread over 20 s | 131 |
| Hexagons, edges at 1 µm/s | 115 |
| Hexagons, corners at 1 µm/s | 133 |
| Square substrate of 1 cm² with edges | 123 |
| Speed $v(1-0.2\,\theta)$ | 138 |
| Speed $v(1-\theta)$ | 1544 |

For random nuclei, the changes in starting time, shape and border listed here move the answer by about 10 percent or less. A wider spread of starting times matters more: for $\tau=100$ s the formula above gives 168 s. A loss of speed at high coverage can matter far more. For $b=0.9$, where the speed ends near one tenth of its initial value, the integral above gives about 450 s, and the time lengthens more than tenfold only for $b$ above about 0.99. The two-minute estimate therefore needs growth that stays nearly as fast at the end as at the start, as well as nuclei that are placed at random and start close together in time.

## Comparison with a real process

A process of this kind is the growth of single-layer graphene from methane on copper foil, at roughly 1300 K. Nucleus densities there vary over several powers of ten with the foil and the gas mixture, and $10^4$ per cm² is a plausible value. A speed of 1 µm/s is on the fast side, and many recipes are much slower. At 0.1 µm/s and the same density, the formula gives about 20 min.

One assumption at risk is constant speed. Bare copper helps to break up the methane, so the supply of carbon can fall as graphene covers the metal. The case $b=1$ is an assumed, severe law. It is neither measured nor derived from this effect. The free edge length per unit area, $d\theta/dr=2\pi Nr(1-\theta)$, shrinks together with the bare area. If a supply proportional to the bare area were shared evenly along the free edges, the factor $1-\theta$ would cancel and the speed would fall only as $1/r$, far more gently at high coverage than for $b=1$. How the speed falls in a given process depends on its gas supply and has to be found by measuring island size against time.

Temperature matters as well. If the speed follows an Arrhenius law with an activation energy of 2 eV, a rough assumed value, then a furnace at 1290 K instead of 1300 K lowers the speed by the factor

$$\exp\left[-\frac{2\ \text{eV}}{k_B}\left(\frac{1}{1290\ \text{K}}-\frac{1}{1300\ \text{K}}\right)\right]=0.871 .$$

At fixed nucleus density the time rises to $121/0.871=139$ s. With this assumed activation energy, an error of 10 K matters more than the change from discs to hexagons or the 20 s spread in starting times. With 1 eV the time would be about 130 s, and the error would be comparable with those changes. In practice the nucleus density would also change with temperature, which this figure leaves out.

## Values computed for the example and the checks

```
Nucleus density: 10000 per cm^2 = 1.0e-04 per um^2
Radial speed: 1.0 um/s
Mean area per island: 10000 um^2; its square root: 100 um
ln(100): 4.6052
Disc radius at 99 percent coverage: 121.07 um
Time for 99 percent coverage: 121.07 s = 2.02 min
Same, exactly 10000 nuclei on 1 cm^2: 121.06 s
Coverage at 120 s: 98.92 percent
Time for 50 percent: 47.0 s
Time for 90 percent: 85.6 s
Time for 99.9 percent: 148.3 s
Simulation: 30 periodic sheets of 1 cm^2
  30 s: formula 24.63, simulated 24.70 +- 0.04 percent
  60 s: formula 67.73, simulated 67.77 +- 0.05 percent
  90 s: formula 92.15, simulated 92.14 +- 0.05 percent
  120 s: formula 98.92, simulated 98.90 +- 0.02 percent
Simulated time for 99 percent: 121.26 +- 0.22 s
Sheet-to-sheet scatter (with probe noise): 1.18 s
One sheet at 60.0 s: stopped islands 67.78, union of discs 67.74 percent
One sheet at 121.1 s: stopped islands 99.00, union of discs 99.00 percent
Shortcut, no overlap: 56.1 s
Coverage really reached then: 62.8 percent
Square array of nuclei, 99 percent: 65.8 s
Start times spread over 20 s: 130.9 s
Aligned hexagons, edges at v: 115.3 s
Aligned hexagons, corners at v: 133.1 s
Open edge, extra bare area at t99: 0.116 percent
Open 1 cm^2 foil, 99 percent: 122.6 s
Speed v(1-b theta), b = 0.2: 138.1 s
Speed v(1-b theta), b = 1: 1544 s = 25.7 min
Ratio to constant speed, b = 1: 12.8
Assumed temperature 1300 K, activation energy 2.0 eV
Speed ratio when 10 K colder: 0.871
Time for 99 percent when 10 K colder: 139.0 s
```
